**Vacancy barrier from one-axis diffusion**

The program tests \(E=kT\ln(2\nu a^2t/x^2)\), where \(E\) is the hop barrier, \(k\) Boltzmann's constant, \(T\) the temperature, \(\nu\) the attempt rate per direction, \(a\) the hop length, \(t\) the time and \(x\) the one-axis rms displacement. For the stated inputs it gives \(E=1.3232\) eV. It asserts that a master equation run with this barrier returns the 10 nm displacement, and that three-dimensional random walks reproduce the radial and six-way-total conventions within 2%. Further assertions compare the formulas for a field, dopant traps, alternating barriers and film surfaces with master equations, and the quantum factor with a level sum and a transmission integral. The output shows that a 1 MV/cm field would raise the inferred barrier to 1.4798 eV, while the chosen traps put the intrinsic barrier 0.1480 eV below the inferred one. Along the normal of a film spanning 9.945 nm, the rms displacement saturates at 4.163 nm. The extrapolation to ten years at 85 °C gives 9.93 nm, or 4.56 nm if the attempt rate is ten times larger and the barrier is inferred again.

## Numerical check

```python
"""Vacancy barrier from a one-axis rms displacement.

Result under test: E = k T ln(2 nu a^2 t / x^2)
E: hop barrier (eV), k: Boltzmann constant (eV/K), T: temperature (K),
nu: attempts per second in EACH direction, a: hop length (nm),
t: time (s), x: rms displacement of the vacancy along one axis (nm).
The rate in each of six directions is nu exp(-E/kT).
Master equations, random walks and quadrature test the formulas.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm

k_ev = const.k / const.e
h_ev = const.h / const.e
hop, attempts, duration = 0.255, 1e13, 10.0
temperature, rms_target = 600.0, 10.0
kT = k_ev * temperature


def infer_barrier(x=rms_target, nu=attempts, T=temperature):
    return k_ev * T * np.log(2 * nu * hop**2 * duration / x**2)


def generator(up, down):
    """Column i holds the rates out of site i; the ends reflect."""
    matrix = np.diag(up[:-1], -1) + np.diag(down[1:], 1)
    return matrix - np.diag(matrix.sum(axis=0))


def moments(matrix, time, starts, weights):
    """Mean and mean square displacement, in hops and hops squared."""
    final = expm(matrix * time)
    sites = np.arange(len(matrix))
    shift = sites[:, None] - np.asarray(starts)[None, :]
    chance = final[:, starts] * np.asarray(weights)[None, :]
    return np.sum(chance * shift), np.sum(chance * shift**2)


def close(value, expected, tolerance):
    return abs(value / expected - 1) < tolerance


# Main result: propagate the walk with the inferred barrier.
barrier = infer_barrier()
rate = attempts * np.exp(-barrier / kT)
size, middle = 601, 300
ones = np.ones(size)
mean, square = moments(generator(rate * ones, rate * ones),
                       duration, [middle], [1.0])
rms_master = hop * np.sqrt(square)
assert abs(mean) < 1e-6
assert close(rms_master, rms_target, 1e-6)
assert abs(barrier - 1.32) < 0.005

# Conventions: random walks with hops in six directions.
rng = np.random.default_rng(7)


def random_walk(total_rate, walkers=40000):
    hops = rng.poisson(total_rate * duration, walkers)
    counts = rng.multinomial(hops, np.ones(6) / 6)
    position = hop * (counts[:, :3] - counts[:, 3:])
    axis = np.sqrt(np.mean(position[:, 0]**2))
    radial = np.sqrt(np.mean(np.sum(position**2, axis=1)))
    return axis, radial


radial_shift = kT * np.log(3)
total_shift = -kT * np.log(6)
axis_mc, radial_mc = random_walk(6 * rate)
assert close(axis_mc, rms_target, 0.02)
assert close(radial_mc, np.sqrt(3) * rms_target, 0.02)
radial_rate = attempts * np.exp(-(barrier + radial_shift) / kT)
assert close(random_walk(6 * radial_rate)[1], rms_target, 0.02)
shared_rate = attempts * np.exp(-(barrier + total_shift) / kT)
assert close(random_walk(shared_rate)[0], rms_target, 0.02)

# Field acting on a vacancy of charge +2e; 1 V/nm = 10 MV/cm.
charge = 2


def field_bias(field_mv_cm):
    return charge * field_mv_cm / 10 * hop / (2 * kT)


def field_barrier(field_mv_cm):
    u = field_bias(field_mv_cm)
    c, s = np.cosh(u), np.sinh(u)
    target = (rms_target / hop)**2
    activity = (-c + np.sqrt(c**2 + 4 * s**2 * target)) / (2 * s**2)
    return kT * np.log(attempts * 2 * duration / activity)


field_results = {}
for field in (0.1, 1.0):
    value = field_barrier(field)
    slow = attempts * np.exp(-value / kT)
    u = field_bias(field)
    _, square = moments(generator(slow * np.exp(u) * ones,
                                  slow * np.exp(-u) * ones),
                        duration, [middle], [1.0])
    assert close(hop * np.sqrt(square), rms_target, 1e-6)
    field_results[field] = value
equal_field = 10 * 2 * kT / (charge * rms_target)
u = field_bias(equal_field)
drift, _ = moments(generator(rate * np.exp(u) * ones,
                             rate * np.exp(-u) * ones),
                   duration, [middle], [1.0])
assert close(hop * drift, rms_target, 1e-3)

# Dopant traps: deeper sites, unchanged saddle energies.
binding, spacing = 0.3, 20
trap_factor = (spacing - 1 + np.exp(binding / kT)) / spacing
escape = np.ones(size)
escape[::spacing] = np.exp(-binding / kT)
starts = np.arange(middle - spacing // 2, middle + spacing // 2)
weights = 1 / escape[starts]
weights /= weights.sum()
trap_time = 200.0
_, square = moments(generator(escape, escape), trap_time, starts, weights)
assert close(square, 2 * trap_time / trap_factor, 1e-6)
trap_shift = -kT * np.log(trap_factor)

# Alternating barriers around their mean; site energies are equal.
half_spread = 0.1
small = 301
bonds = np.exp(np.where(np.arange(small) % 2 == 0, 1, -1)
               * half_spread / kT)
alternating = generator(bonds, np.roll(bonds, 1))
early = moments(alternating, 100.0, [150], [1.0])[1]
late = moments(alternating, 200.0, [150], [1.0])[1]
alternating_shift = kT * np.log(np.cosh(half_spread / kT))
assert close((late - early) / 200.0, np.exp(-alternating_shift / kT), 1e-6)


# Reflecting film surfaces, with vacancies spread evenly at the start.
def film_rms(planes, time):
    flat = rate * np.ones(planes)
    _, msd = moments(generator(flat, flat), time,
                     np.arange(planes), np.ones(planes) / planes)
    return hop * np.sqrt(msd)


thin, thick = 40, 393
thin_rms = film_rms(thin, duration)
thick_rms = film_rms(thick, duration)
thin_limit = hop * np.sqrt((thin**2 - 1) / 6)
assert close(film_rms(thin, 20 * duration), thin_limit, 1e-6)
assert thin_rms < thin_limit < rms_target
assert thin_rms < thick_rms < rms_target
thick_error = infer_barrier(x=thick_rms) - barrier

# Quantum well and parabolic barrier of the same frequency.
w = h_ev * attempts / kT
well_sum = np.sum(np.exp(-w * (np.arange(200) + 0.5)))
passage = quad(lambda e: np.exp(-e) / (1 + np.exp(-2 * np.pi * e / w)),
               -20, 40, points=[0], limit=200)[0]
quantum_factor = passage / (w * well_sum)
assert close(quantum_factor, np.sinh(w / 2) / np.sin(w / 2), 1e-6)
quantum_shift = kT * np.log(quantum_factor)

# Sensitivities and extrapolation to the temperature of use.
decade_barrier = infer_barrier(nu=10 * attempts)
double_shift = infer_barrier(x=2 * rms_target) - barrier
heat_shift = infer_barrier(T=temperature + 10) - barrier
assert close(decade_barrier - barrier, kT * np.log(10), 1e-9)
assert close(heat_shift, 10 * barrier / temperature, 1e-9)
use_temperature = const.zero_Celsius + 85
use_time = 10 * const.Julian_year


def use_rms(energy, nu):
    use_rate = nu * np.exp(-energy / (k_ev * use_temperature))
    return hop * np.sqrt(2 * use_rate * use_time)


print(f"Hop length: {hop:.3f} nm")
print(f"Attempts per direction: {attempts:.1e} 1/s")
print(f"Duration: {duration:.1f} s")
print(f"Temperature: {temperature:.1f} K")
print(f"One-axis rms displacement: {rms_target:.2f} nm")
print(f"Thermal energy kT: {kT:.6f} eV")
print(f"Hop rate per direction: {rate:.3f} 1/s")
print(f"Mean hops along the axis: {2 * rate * duration:.1f}")
print(f"Diffusion coefficient: {rate * hop**2:.3f} nm^2/s")
print(f"Diffusion coefficient: {rate * hop**2 * 1e-14:.3e} cm^2/s")
print(f"ln(attempts/hop rate): {np.log(attempts / rate):.4f}")
print(f"Inferred barrier: {barrier:.4f} eV")
print(f"Inferred barrier: {barrier * const.e:.4e} J")
print(f"Master-equation rms: {rms_master:.6f} nm")
print(f"Random-walk one-axis rms: {axis_mc:.2f} nm")
print(f"Random-walk radial rms: {radial_mc:.2f} nm")
print(f"Shift if 10 nm is radial: {radial_shift:+.4f} eV")
print(f"Shift if attempts are a six-way total: {total_shift:+.4f} eV")
print(f"Shift for tenfold attempts: {decade_barrier - barrier:+.4f} eV")
print(f"Shift for doubled displacement: {double_shift:+.4f} eV")
print(f"Shift for 10 K higher temperature: {heat_shift:+.4f} eV")
print(f"Vacancy charge number: {charge:+d}")
print(f"Field where drift equals rms: {equal_field:.4f} MV/cm")
for field, value in field_results.items():
    print(f"Barrier if field was {field:.1f} MV/cm: {value:.4f} eV")
print(f"Trap binding energy: {binding:.2f} eV")
print(f"Sites per trap: {spacing}")
print(f"Trap slowing factor: {trap_factor:.2f}")
print(f"Intrinsic minus inferred barrier, traps: {trap_shift:+.4f} eV")
print(f"Alternating barrier half-spread: {half_spread:.2f} eV")
print(f"Inferred minus mean barrier: {alternating_shift:+.4f} eV")
print(f"Thin film span: {(thin - 1) * hop:.3f} nm, {thin} planes")
print(f"Thin film rms after 10 s: {thin_rms:.3f} nm")
print(f"Thin film long-time rms: {thin_limit:.3f} nm")
print(f"Thick film span: {(thick - 1) * hop:.2f} nm, {thick} planes")
print(f"Thick film rms after 10 s: {thick_rms:.3f} nm")
print(f"Barrier error from thick-film walls: {thick_error:+.5f} eV")
print(f"Quantum ratio h nu/kT: {w:.4f}")
print(f"Quantum rate factor: {quantum_factor:.4f}")
print(f"Barrier shift from quantum motion: {quantum_shift:+.5f} eV")
print(f"Temperature of use: {use_temperature:.2f} K")
print(f"Time of use: {use_time:.4e} s")
print(f"Rms in use: {use_rms(barrier, attempts):.2f} nm")
print(f"Barrier with tenfold attempts: {decade_barrier:.4f} eV")
print(f"Rms in use with tenfold attempts: "
      f"{use_rms(decade_barrier, 10 * attempts):.2f} nm")
print("verified")
```

Output:

```
Hop length: 0.255 nm
Attempts per direction: 1.0e+13 1/s
Duration: 10.0 s
Temperature: 600.0 K
One-axis rms displacement: 10.00 nm
Thermal energy kT: 0.051704 eV
Hop rate per direction: 76.894 1/s
Mean hops along the axis: 1537.9
Diffusion coefficient: 5.000 nm^2/s
Diffusion coefficient: 5.000e-14 cm^2/s
ln(attempts/hop rate): 25.5912
Inferred barrier: 1.3232 eV
Inferred barrier: 2.1199e-19 J
Master-equation rms: 10.000000 nm
Random-walk one-axis rms: 9.96 nm
Random-walk radial rms: 17.25 nm
Shift if 10 nm is radial: +0.0568 eV
Shift if attempts are a six-way total: -0.0926 eV
Shift for tenfold attempts: +0.1191 eV
Shift for doubled displacement: -0.0717 eV
Shift for 10 K higher temperature: +0.0221 eV
Vacancy charge number: +2
Field where drift equals rms: 0.0517 MV/cm
Barrier if field was 0.1 MV/cm: 1.3705 eV
Barrier if field was 1.0 MV/cm: 1.4798 eV
Trap binding energy: 0.30 eV
Sites per trap: 20
Trap slowing factor: 17.50
Intrinsic minus inferred barrier, traps: -0.1480 eV
Alternating barrier half-spread: 0.10 eV
Inferred minus mean barrier: +0.0652 eV
Thin film span: 9.945 nm, 40 planes
Thin film rms after 10 s: 4.145 nm
Thin film long-time rms: 4.163 nm
Thick film span: 99.96 nm, 393 planes
Thick film rms after 10 s: 9.454 nm
Barrier error from thick-film walls: +0.00580 eV
Quantum ratio h nu/kT: 0.7999
Quantum rate factor: 1.0548
Barrier shift from quantum motion: +0.00276 eV
Temperature of use: 358.15 K
Time of use: 3.1558e+08 s
Rms in use: 9.93 nm
Barrier with tenfold attempts: 1.4422 eV
Rms in use with tenfold attempts: 4.56 nm
verified
```
